\section*{Why Leaky Ultrathin Gate Stacks Appear to Lose Capacitance}

\section{The observation and the circuit}

A metal--insulator--semiconductor capacitor is driven further and further into accumulation. The layer of majority carriers at the interface grows, so the measured capacitance should level off at a value set mainly by the insulator, and reduced on thin stacks by the finite depth of this layer. On a very thin stack a capacitance meter at 1~MHz may show something else: the reading passes a maximum and then drops, sometimes to a small fraction of the expected value. Taken literally, the stack has become several times thicker. It has not. The drop can arise entirely from the way in which the meter converts a current into a capacitance.

Two imperfections matter. The insulator passes a tunnel current, and the current reaches the insulator through a resistance $R$ formed by substrate, contacts and leads. Let $V_g$ be the applied bias, $V_i$ the voltage across the stack itself, and $I(V_i)$ the tunnel current, with both voltages counted positive towards accumulation. At dc,
\begin{equation}
V_g=V_i+R\,I(V_i).
\label{eq:dc}
\end{equation}
A small ac voltage is superposed. For an amplitude small compared with the voltage over which $I$ changes appreciably, the tunnel current responds through its slope $G=dI/dV$ at $V_i$, and the stored charge through the differential capacitance $C$. The small-signal circuit is therefore $C$ in parallel with $G$, and this pair in series with $R$. The model takes $R$ as one lumped, bias-independent resistor, the tunnel current as instantaneous, and traps and inductance as absent.

\section{What the meter reports}

Ac quantities vary as $e^{+i\omega t}$, so a capacitor has admittance $+i\omega C$. In parallel mode the meter measures the terminal admittance $Y$ and interprets it as a capacitor beside a conductor:
\begin{equation}
Y=G_p+i\omega C_p .
\label{eq:mode}
\end{equation}
This defines the readings $C_p$ and $G_p$ whether or not the sample is such a circuit.

Let $v$ be the applied ac voltage and $v_i$ the part across the stack. The same current $(G+i\omega C)v_i$ flows through $R$, so $v=v_i+R(G+i\omega C)v_i$ and
\begin{equation}
\frac{v_i}{v}=\frac{1}{1+RG+i\omega RC}.
\label{eq:divider}
\end{equation}
Dividing the current by $v$ gives
\begin{equation}
Y=\frac{G+i\omega C}{1+RG+i\omega RC}.
\end{equation}
To separate real and imaginary parts, multiply numerator and denominator by $1+RG-i\omega RC$. The denominator becomes
\begin{equation}
\Delta=(1+RG)^2+(\omega RC)^2 ,
\end{equation}
and the numerator becomes
\begin{align}
&(G+i\omega C)(1+RG-i\omega RC)\nonumber\\
&\quad=G(1+RG)+\omega^2RC^2
+i\omega C\,(1+RG-RG).
\end{align}
The two terms in $RG$ cancel in the imaginary part. Comparison with Eq.~\eqref{eq:mode} yields
\begin{equation}
C_p=\frac{C}{\Delta},\qquad
G_p=\frac{G(1+RG)+\omega^2RC^2}{\Delta}.
\label{eq:readings}
\end{equation}

Since $\Delta\ge1$, the parallel reading never exceeds $C$ in this model. If $R=0$, then $\Delta=1$ and $C_p=C$, however large the leakage: an ideal meter separates the two currents by phase. Leakage falsifies the capacitance through its product with $R$.

\section{Why the leakage factor is squared}

At low frequency Eq.~\eqref{eq:readings} gives $C/(1+RG)^2$. A voltage divider accounts for one factor: a fraction $1/(1+RG)$ of the ac voltage reaches the stack, so the capacitor is charged less. The second factor comes from the phase of the tunnel current. Separate Eq.~\eqref{eq:divider} into its parts:
\begin{equation}
\frac{v_i}{v}=\frac{1+RG}{\Delta}-i\,\frac{\omega RC}{\Delta}.
\end{equation}
The negative imaginary part says that the internal voltage lags the applied one, because the capacitor must be charged through $R$. The displacement current $i\omega Cv_i$ and the tunnel current $Gv_i$ then contribute to $C_p=\operatorname{Im}Y/\omega$ the amounts
\begin{equation}
C_{\rm disp}=\frac{C(1+RG)}{\Delta},\qquad
C_{\rm leak}=-\frac{RG\,C}{\Delta}.
\label{eq:parts}
\end{equation}
The tunnel current follows the internal voltage without delay, so it lags the applied voltage. A lagging current looks inductive and counts as negative capacitance. The sum of the two parts is $C/\Delta$.

\section{Two kinds of collapse}

The dependence on frequency becomes clear when $(1+RG)^2$ is taken out of $\Delta$:
\begin{equation}
C_p=\frac{C}{(1+RG)^2}\,
\frac{1}{1+(\omega/\omega_c)^2},\qquad
\omega_c=\frac{1+RG}{RC}.
\label{eq:corner}
\end{equation}
The first fraction is a plateau that no reduction of frequency can lift. The second is the high-frequency roll-off, with the reading at half its plateau when $\omega=\omega_c$. Leakage lowers the plateau and moves the corner upward, because $G$ offers the capacitor a second path for discharge. A collapse seen at high frequency can thus combine two effects: a roll-off that exists without leakage, and a leakage-induced loss that is merely noticed at the usual high measuring frequency. At fixed $R$, $C$ and $\omega$, more leakage still means a lower reading, since $\Delta$ grows with $G$. Far above the corner the reading tends to $1/(\omega^2R^2C)$, which no longer contains $G$.

Thin stacks are exposed to both effects. At fixed area $C$ varies inversely with the equivalent thickness, which raises $\omega RC$, while tunnelling raises $G$ steeply. The roll-off can even reverse the order of two samples. Differentiating $C_p=C/\Delta$ at fixed $R$, $G$ and $\omega$ gives
\begin{equation}
\frac{\partial C_p}{\partial C}
=\frac{\Delta-2C\,\omega^2R^2C}{\Delta^2}
=\frac{(1+RG)^2-(\omega RC)^2}{\Delta^2}.
\end{equation}
The slope is negative for $\omega>\omega_c$: above the corner, a thinner insulator gives a smaller reading even if its leakage is the same.

The onset in bias follows from the leakage law. Over a limited range, take
\begin{equation}
I(V)=I_0\left(e^{V/V_0}-1\right),\qquad
G=\frac{I_0}{V_0}e^{V/V_0}=\frac{I+I_0}{V_0}.
\label{eq:law}
\end{equation}
Then $RG=R(I+I_0)/V_0$. For $I\gg I_0$ this is the dc voltage drop across $R$ divided by $V_0$. The plateau is already down to one quarter when that drop equals $V_0$. If $V_0$ is known, a dc current reading and an estimate of $R$ therefore give an early warning.

\section{How large the effect is}

Consider a square device of side 100~$\mu$m with an equivalent thickness of 1.0~nm at relative permittivity 3.9. The other model parameters are $R=200~\Omega$, $I_0=4.0~\mu$A and $V_0=0.25$~V. The capacitance is
\begin{equation}
C=\frac{3.9\,\varepsilon_0\,(10^{-4}~\mathrm{m})^2}{10^{-9}~\mathrm{m}}
=345.3~\mathrm{pF}.
\end{equation}
It is held constant with bias, so that every change in the reading comes from the circuit. The parameters illustrate the circuit and do not describe a particular stack. If all of $V_i$ fell across SiO$_2$ of this thickness, 1.5~V would mean a field of 15~MV/cm, in the range where thicker SiO$_2$ films break down, so a real stack may degrade before it reaches the highest biases used here. Solving Eq.~\eqref{eq:dc} at each gate voltage and inserting $G$ into Eq.~\eqref{eq:readings} gives these readings in pF:

\begin{center}
\begin{tabular}{ccccc}
\hline
$V_g$ (V) & $RG$ & 10 kHz & 1 MHz & 5 MHz\\
\hline
0.5 & 0.023 & 329.8 & 279.6 & 60.0\\
1.0 & 0.151 & 260.8 & 228.3 & 57.3\\
1.5 & 0.666 & 124.5 & 116.6 & 46.2\\
2.0 & 1.718 & 46.8 & 45.6 & 28.6\\
\hline
\end{tabular}
\end{center}

At 1 and 5~MHz the first row shows mainly the resistive roll-off: the reading depends strongly on frequency. Its small loss at 10~kHz comes from leakage. Up to 1~MHz the last row shows mainly leakage: the reading hardly changes with frequency, yet it is far below $C$. At 5~MHz roll-off matters as well.

At $V_g=2.0$~V the dc current is 2.143~mA. The drop across $R$ is $200~\Omega\times2.143~\mathrm{mA}=0.429$~V, which leaves $V_i=1.571$~V. The slope is $G=8.588$~mS, hence $RG=1.718$. With $\omega RC=0.434$ at 1~MHz,
\begin{equation}
\Delta=2.718^2+0.434^2=7.57,\qquad
C_p=\frac{345.3}{7.57}~\mathrm{pF}=45.6~\mathrm{pF}.
\end{equation}
Read as a parallel-plate capacitance, this would suggest an equivalent thickness of 7.6~nm instead of 1.0~nm. By Eq.~\eqref{eq:parts} the displacement current contributes $+123.9$~pF and the lagging tunnel current $-78.3$~pF.

Changing one cause at a time confirms the attribution. With both imperfections present, $C_p/C=0.132$ at 1~MHz. With the same $R$ and no leakage it is 0.84. With the same $G$ and $R$ reduced to 1~$\Omega$ it is 0.98. The corner frequency rises from 2.305~MHz without leakage to 6.263~MHz with it, a ratio of $1+RG$, while the plateau falls from 345.3 to 46.8~pF.

These results do not rest on the phasor algebra alone. Direct time integration of the nonlinear circuit under a 1~mV sine, followed by extraction of the in-phase and quadrature currents, reproduces both readings in Eq.~\eqref{eq:readings} to within one part in $10^4$ at 1 and 5~MHz for all four biases. The numerical output follows this text.

\section{Why a lower frequency is not a cure}

Lowering the frequency removes the term $(\omega RC)^2$ but leaves the leakage factor. Below a certain frequency it also makes the measurement harder. The ratio of in-phase to quadrature current is the dissipation factor, which from Eq.~\eqref{eq:readings} is
\begin{equation}
D=\frac{G_p}{\omega C_p}
=\frac{G(1+RG)}{\omega C}+\omega RC .
\label{eq:D}
\end{equation}
The first term grows towards low frequency, the second towards high frequency. Write them as $a/\omega$ and $b\omega$, with $a=G(1+RG)/C$ and $b=RC$. Completing the square gives
\begin{equation}
D=\left(\sqrt{a/\omega}-\sqrt{b\omega}\right)^2+2\sqrt{ab}.
\end{equation}
The square vanishes at $\omega^2=a/b$, so
\begin{equation}
D_{\min}=2\sqrt{RG(1+RG)},\qquad
\omega_{\min}=\frac{1}{C}\sqrt{\frac{G(1+RG)}{R}} .
\label{eq:Dmin}
\end{equation}
The best attainable $D$ depends on $RG$ alone. For $D\le1$ to be reachable at some frequency, $RG(1+RG)\le1/4$ is needed, which means $RG\le(\sqrt2-1)/2\approx0.21$. In the example at 2.0~V, $D_{\min}=2\sqrt{1.718\times2.718}=4.32$, reached at 4.98~MHz.

A large $D$ magnifies phase errors. If the meter rotates the admittance by a small angle $\delta$, it records
\begin{equation}
Ye^{i\delta}\simeq(G_p+i\omega C_p)(1+i\delta),
\end{equation}
whose imaginary part exceeds the correct one by $G_p\delta$. The capacitance reading shifts by
\begin{equation}
\delta C_p=\frac{G_p\,\delta}{\omega}=C_p\,D\,\delta .
\label{eq:phase}
\end{equation}
For $\delta=1$~mrad at 2.0~V the shift is 0.12~pF at 5~MHz, 0.51~pF at 1~MHz and 50~pF at 10~kHz. The last value exceeds the 46.8~pF being measured, because $D$ has risen to about 1080. The 10~kHz column of the table is what an ideal meter would read; at high leakage a real one may return mostly phase error.

\section{Recovering the capacitance}

The series resistance can be eliminated by working with the impedance $Z=1/Y$, to which $R$ adds a purely real term:
\begin{equation}
Z=R+\frac{1}{G+i\omega C}
=R+\frac{G-i\omega C}{G^2+\omega^2C^2}.
\label{eq:Z}
\end{equation}
Define the series-mode capacitance by $\operatorname{Im}Z=-1/(\omega C_s)$. Then
\begin{equation}
C_s=\frac{G^2+\omega^2C^2}{\omega^2C}
=C+\frac{G^2}{\omega^2C}.
\label{eq:Cs}
\end{equation}
This quantity is free of $R$ but errs in the opposite direction: leakage makes it too large. It follows from the parallel readings, since
\begin{equation}
Z=\frac{1}{G_p+i\omega C_p}
=\frac{G_p-i\omega C_p}{G_p^2+\omega^2C_p^2}
\end{equation}
implies
\begin{equation}
C_s=\frac{G_p^2+\omega^2C_p^2}{\omega^2C_p}=C_p(1+D^2).
\end{equation}
Multiplying Eq.~\eqref{eq:Cs} by $\omega^2$ gives $\omega^2C_s=\omega^2C+G^2/C$. The last term does not depend on frequency and drops out of the difference between two measurements at the same dc bias:
\begin{equation}
C=\frac{\omega_2^2C_{s2}-\omega_1^2C_{s1}}
{\omega_2^2-\omega_1^2}.
\label{eq:two}
\end{equation}

In the example the time-integrated signals at 1 and 5~MHz give $C_{s1}=5755.8$~pF and $C_{s2}=561.7$~pF. Neither resembles the true value, but
\begin{equation}
C=\frac{25\times561.7-5755.8}{24}~\mathrm{pF}=345.3~\mathrm{pF}.
\end{equation}
The other elements follow. Equation~\eqref{eq:Cs} gives $G=\omega\sqrt{C(C_s-C)}$, and Eq.~\eqref{eq:Z} then gives
\begin{equation}
R=\operatorname{Re}Z-\frac{G}{G^2+\omega^2C^2}.
\end{equation}
With $R$ known, the recovered capacitance must be assigned to $V_i=V_g-RI$, not to $V_g$. Here the shift is 0.43~V, enough to distort a capacitance--voltage curve even when each value of $C$ is right.

The correction has its own phase sensitivity. Rotating $Y$ leaves $|Y|$ unchanged, and $C_s=|Y|^2/(\omega\operatorname{Im}Y)$. By Eq.~\eqref{eq:phase}, $\operatorname{Im}Y$ grows by the factor $1+D\delta$, so $C_s$ falls by the relative amount $D\delta$ to first order. For 1~mrad, with $D=11.2$ at 1~MHz and 4.3 at 5~MHz, the two errors change the result of Eq.~\eqref{eq:two} by about $+2.7$ and $-2.5$~pF. For this pair of frequencies they nearly cancel when the phase error is the same at both frequencies, and the recovered value is then 345.45~pF. This cancellation should not be counted on: another pair of frequencies would not show it in general, and errors of opposite sign would add to about 5~pF, or 1.5\% of $C$.

\section{Choosing the device and checking the model}

Reducing the area $A$ lowers $C$ and, at fixed $V_i$, $G$ in proportion. Whether this helps depends on how $R$ changes. If $R$ is fixed, as for an external lead, both $RG$ and $\omega RC$ fall. If $R$ varies as $1/A$, as for current flowing straight through a uniform layer under the gate, both products stay the same and nothing is gained.

For one hundredth of the area at $V_g=2.0$~V and 1~MHz, fixed $R$ raises $C_p/C$ from 0.132 to 0.846, whereas $R\propto1/A$ leaves it at 0.132. In the first case $RG$ falls from 1.718 to 0.087, a factor of about 20 rather than 100. The smaller dc drop lets $V_i$ rise from 1.571 to 1.978~V, and the conductance per area grows by $e^{0.407/0.25}\approx5.1$. Part of the benefit is spent on a higher internal bias.

In practice, measure $C_p$ and $G_p$ at several frequencies at each dc bias. If the model applies, a reading that recovers as the frequency falls indicates roll-off through $\omega RC$; interface traps can produce a similar rise. A low reading that stays flat, together with a large dc current, indicates $RG$. For the correction choose well-separated frequencies around $\omega_{\min}$, where $D$ is lowest, as far as the meter's phase calibration permits. If $R$ or the device area is reduced to lower $RG$, choose the frequencies anew: at fixed $V_g$ the internal bias rises, and with it the leakage per area and $\omega_{\min}$. Keeping the old frequencies can make the corrected value far less accurate. For one hundredth of the area at fixed $R$ and $V_g=2.0$~V, $\omega_{\min}/2\pi$ moves from 5 to 71~MHz, and phase errors of 1~mrad with opposite signs at 1 and 5~MHz can then shift the result of Eq.~\eqref{eq:two} by up to about 46\% instead of 1.5\%.

A third frequency tests the model, because Eq.~\eqref{eq:two} must return the same $C$ for each pair. Interface traps that respond in the measured range make $C$ and $G$ depend on frequency, so the subtraction no longer isolates one capacitance. A series inductance $L$ adds $i\omega L$ to $Z$ and changes $C_s$ directly. Resistance distributed laterally under the gate cannot in general be represented by one constant $R$. In these cases the spectrum has to be fitted with a circuit that contains the missing element. Equation~\eqref{eq:two} returns a value even when an element is missing, but a first warning can come from the values of $R$ calculated at the two frequencies: in the model they must agree. This warning is weak. In the example at 2.0~V with 1 and 5~MHz, a series inductance of 100~nH makes the recovered $C$ about 8\% too large while the two values of $R$ differ by only 1\%. At 20~nH the error in $C$ is 1.6\%, and the difference of 0.4~$\Omega$ is smaller than the 0.6~$\Omega$ produced by a phase error of 1~mrad. Agreement of the two values therefore does not confirm the model.

\section*{Numbers as computed}
\begin{verbatim}
equivalent thickness = 1.0 nm
relative permittivity = 3.9
device side = 100 um
series resistance R = 200 ohm
leakage prefactor I0 = 4.0 uA
leakage voltage scale V0 = 0.25 V
true capacitance C = 345.31 pF
V_g = 0.5 V: V_i = 0.4950 V, I = 0.0250 mA, G = 0.1159 mS, RG = 0.0232
  C_p at 10 kHz, 1 MHz, 5 MHz = 329.84, 279.56, 60.01 pF
V_g = 1.0 V: V_i = 0.9631 V, I = 0.1844 mA, G = 0.7537 mS, RG = 0.1507
  C_p at 10 kHz, 1 MHz, 5 MHz = 260.76, 228.30, 57.25 pF
V_g = 1.5 V: V_i = 1.3344 V, I = 0.8280 mA, G = 3.3281 mS, RG = 0.6656
  C_p at 10 kHz, 1 MHz, 5 MHz = 124.47, 116.56, 46.15 pF
V_g = 2.0 V: V_i = 1.5714 V, I = 2.1431 mA, G = 8.5882 mS, RG = 1.7176
  C_p at 10 kHz, 1 MHz, 5 MHz = 46.75, 45.59, 28.55 pF
All following lines: V_g = 2.0 V unless stated
omega R C at 1 MHz = 0.4339
Delta at 1 MHz = 7.5739
G_p at 1 MHz = 3.2059 mS
C_p/C at 1 MHz, leakage and R = 0.1320
C_p/C at 1 MHz, same R, no leakage = 0.8415
C_p/C at 1 MHz, same G, R = 1 ohm: 0.9830
displacement part of C_p at 1 MHz = 123.90 pF
leakage part of C_p at 1 MHz = -78.31 pF
plateau without leakage = 345.31 pF
corner frequency without leakage = 2.305 MHz
plateau with leakage = 46.76 pF
corner frequency with leakage = 6.263 MHz
lowest dissipation factor D = 4.3211
frequency of lowest D = 4.979 MHz
D at 10 kHz = 1075.7
C_p from time integration, 1 MHz = 45.59 pF
C_p from time integration, 5 MHz = 28.55 pF
C_s at 1 MHz = 5755.8 pF
C_s at 5 MHz = 561.7 pF
C recovered from two frequencies = 345.31 pF
C_p shift for 1 mrad at 0.01 MHz = 50.296 pF
C_p shift for 1 mrad at 1.00 MHz = 0.510 pF
C_p shift for 1 mrad at 5.00 MHz = 0.123 pF
recovered C with this phase error = 345.45 pF
area x 0.01, same R: V_i = 1.9782 V, RG = 0.0874, C_p/C at 1 MHz = 0.8457
area x 0.01, R as 1/area: V_i = 1.5714 V, RG = 1.7176, C_p/C at 1 MHz = 0.1320
\end{verbatim}
